# Ligand balance and steric saturation of ML_n on a hydroxylated surface

To set up a surface calculation for the state left by a precursor pulse, one must decide how many metal atoms to place in the cell and how many ligands to leave on them. These numbers are not independent. Once the retained ligands and the ligands carried away by hydroxyl hydrogen are fixed, so is the metal. A cell that violates this balance represents a different chemistry from the one intended.

Let the precursor be ML\(_n\), with \(n\) identical one-valent ligands L. Densities are numbers per area, in nm\(^{-2}\), the natural unit here. Three are needed:

- \(\theta_M\), the metal atoms adsorbed from the precursor;
- \(\theta_L\), all ligands remaining on the surface, whether bound to M or moved to another site;
- \(h\), the ligands that have left the surface as HL, with H taken from a surface hydroxyl.

The surface carries no L before the pulse. The relation to be derived is

\[
\theta_M=\frac{\theta_L+h}{n}.
\]

## One molecule

Take \(n=4\) and one hydroxyl. The exchange reaction is

\[
\mathrm{ML_4+HO{-}surf\;\rightarrow\;L_3M{-}O{-}surf+HL}.
\]

One metal has arrived, three ligands remain and one has left: \(4\times1=3+1\). If the same metal reacts with a second hydroxyl, two ligands remain and two have left: \(4\times1=2+2\). The second reaction changes the division of the ligands but not their sum.

There are two extreme cases. A molecule adsorbed intact has \(h=0\), so \(\theta_L=4\theta_M\). If instead every ligand has left as HL, then \(\theta_L=0\) and \(h=4\theta_M\). Both obey the relation, although neither need be chemically favourable.

## Many molecules and any order of events

Let an area \(A\) hold \(N_M\) adsorbed metals and \(N_L\) ligands, and let \(N_{HL}\) be the net number of HL molecules that have left it. Define

\[
Q=nN_M-N_L-N_{HL}.
\]

Before the pulse \(Q=0\). Each allowed event changes the three numbers as follows.

- Intact adsorption: \(\Delta N_M=1\), \(\Delta N_L=n\), \(\Delta N_{HL}=0\), so \(\Delta Q=n-n=0\).
- Exchange with a hydroxyl: \(\Delta N_M=0\), \(\Delta N_L=-1\), \(\Delta N_{HL}=1\), so \(\Delta Q=0+1-1=0\).
- Migration of L from M to a nearby site: all three changes vanish.
- Return of HL to the surface: \(\Delta N_L=1\), \(\Delta N_{HL}=-1\), so \(\Delta Q=-1+1=0\).
- Desorption of intact ML\(_n\): the first event with all signs reversed.

Adsorption with immediate exchange is the first event followed by the second. Therefore \(Q\) stays zero throughout any sequence of these events. Setting \(Q=0\) and dividing by \(A\) gives

\[
n\theta_M=\theta_L+h ,
\]

and division by \(n\) gives the stated relation. Neither equilibrium nor saturation was assumed, so the balance also holds halfway through a pulse.

Dividing instead by \(\theta_M\), which must be nonzero, gives

\[
\bar k+\bar m=n,\qquad \bar k=\frac{h}{\theta_M},\qquad \bar m=\frac{\theta_L}{\theta_M}.
\]

Here \(\bar k\) is the mean number of ligands released per metal and \(\bar m\) the mean number retained. They need not be integers, because metals in different binding states coexist.

## Where the count must be changed

Suppose that \(p\) molecules of L\(_2\) per area also leave. Each removes two ligands without a hydroxyl, so

\[
n\theta_M=\theta_L+h+2p .
\]

Omitting the last term makes the inferred metal density too small by \(2p/n\).

A different correction arises when hydroxyl loss is measured instead of HL. If pairs of hydroxyls form \(w\) water molecules per area, each consumes two hydroxyls and releases no ligand. The hydroxyl loss is then \(h+2w\), and using it in place of \(h\) makes the inferred metal density too large by \(2w/n\). The balance itself is intact, provided that \(h\) means released HL.

If ligands of density \(\theta_L^0\) were present beforehand, \(\theta_L\) is replaced by \(\theta_L-\theta_L^0\). If ligands break into fragments, or metal leaves in a form other than ML\(_n\), the events above are incomplete and a new count is needed.

The corrections for L\(_2\) loss and water formation were tested in lattice simulations whose basic rules are given below. One run adds a chance that a newly adsorbed metal loses two ligands as L\(_2\), the other a chance that two nearby hydroxyls form water. In the run with L\(_2\) loss there were 1201 metals, 3193 retained ligands and 1365 HL. The simple balance misses

\[
4(1201)-3193-1365=246
\]

ligands, which is twice the 123 molecules of L\(_2\). Ignoring them would give \((3193+1365)/4\approx1140\) metals, about 5% below the true count.

In the run with water formation, 1127 metals, 3222 retained ligands and 1286 HL satisfy \(4(1127)=3222+1286\). The hydroxyl loss was 1422. Using it would give \((3222+1422)/4=1161\) metals, about 3% above the true count.

## How many ligands fit

The balance alone does not say when adsorption stops. For that a steric model is needed. Let each retained ligand be a hard disc of diameter \(d\), with all discs in one flat layer. Two disc centres can then be no closer than \(d\). The metal takes up no area of its own in this model.

To find the largest disc density, take a large periodic cell and add discs until no more fit. This cannot lower the density. Join the centres into Delaunay triangles, which are triangles whose circumscribed circles contain no other centre inside. Let one triangle have circumradius \(R\). If \(R\ge d\), its circumcentre would be at least \(d\) from every disc centre, and another disc could be placed there. Hence \(R<d\).

Let \(c\) be the shortest side and \(\gamma\) the angle opposite it. Since \(c\ge d\), the sine rule gives

\[
\sin\gamma=\frac{c}{2R}>\frac{d}{2d}=\frac12 .
\]

The smallest angle of a triangle is at most \(60^\circ\), so \(\gamma>30^\circ\). The other two angles are each at least \(\gamma\). The largest angle \(\alpha\) is therefore less than \(180^\circ-2(30^\circ)=120^\circ\), and it is at least \(60^\circ\) because the three angles sum to \(180^\circ\). On this interval \(\sin\alpha\ge\sqrt3/2\). The two sides enclosing \(\alpha\) are each at least \(d\), so the triangle's area satisfies

\[
A_\triangle\ge\frac12 d^2\,\frac{\sqrt3}{2}=\frac{\sqrt3}{4}d^2 .
\]

It remains to count triangles. For \(V\) centres, \(E\) edges and \(F\) triangles in a periodic cell, Euler's relation is \(V-E+F=0\). Each triangle has three edges and each edge belongs to two triangles, so \(3F=2E\). Substituting \(E=3F/2\) gives \(V=F/2\), or \(F=2V\). The cell area is thus at least \(2V\sqrt3d^2/4\), and

\[
\theta_L=\frac{V}{A}\le\Lambda,\qquad
\Lambda=\frac{2}{\sqrt3\,d^2}.
\]

The triangular lattice of spacing \(d\) reaches this bound, since all its triangles are equilateral with side \(d\).

For \(d=0.35\) nm, a round model value,

\[
\Lambda=\frac{2}{1.732\times0.1225}=9.43\ \mathrm{nm^{-2}}.
\]

A direct count of lattice points in a large disc gives 9.42 nm\(^{-2}\), in agreement within the boundary error of the count.

## From a ligand limit to a metal limit

Let \(\Theta\) be the initial hydroxyl density. With no other supply of hydrogen, \(h\le\Theta\). Inserting this and \(\theta_L\le\Lambda\) in the balance gives

\[
\theta_M\le\frac{\Lambda+\Theta}{n}.
\]

This need not be attainable. At \(\Theta=0\) it allows \(\theta_M=\Lambda/n\), which is correct if intact molecules can adsorb. If every metal needs a hydroxyl as an anchor, the correct value is zero. The binding rule must therefore enter.

Let each metal release at least \(a\) and at most \(b\) ligands, with integers \(0\le a\le b\le n\). Then \(a\le\bar k\le b\). The supply and packing limits are

\[
\bar k\,\theta_M\le\Theta,\qquad (n-\bar k)\theta_M\le\Lambda .
\]

Dividing by \(\theta_M>0\) turns them into

\[
\bar k\le\frac{\Theta}{\theta_M},\qquad
\bar k\ge n-\frac{\Lambda}{\theta_M}.
\]

A suitable \(\bar k\) exists if and only if each of its lower bounds, \(a\) and \(n-\Lambda/\theta_M\), is no larger than each of its upper bounds, \(b\) and \(\Theta/\theta_M\). The four comparisons give:

- \(a\le b\), which holds by definition;
- \(a\le\Theta/\theta_M\), hence \(\theta_M\le\Theta/a\) for \(a>0\);
- \(n-\Lambda/\theta_M\le b\), hence \(\theta_M\le\Lambda/(n-b)\) for \(b<n\);
- \(n-\Lambda/\theta_M\le\Theta/\theta_M\), hence \(\theta_M\le(\Lambda+\Theta)/n\).

The metal ceiling is consequently

\[
\theta_M^{\max}=\min\left[\frac{\Theta}{a},\;
\frac{\Lambda+\Theta}{n},\;
\frac{\Lambda}{n-b}\right],
\]

with the first term omitted for \(a=0\) and the third for \(b=n\). A non-integer \(\bar k\) is realized by mixing metals that release the two neighbouring integer numbers of ligands. The ceiling is therefore attainable as far as these densities are concerned; whether the atoms can be arranged that way is a separate geometric question. Maximizing the metal density numerically over the populations of the binding states reproduced the formula in all 168 cases tried.

For \(a=1\) and \(b=n\), hydroxyl supply is limiting when

\[
\Theta\le\frac{\Lambda+\Theta}{n}
\;\Longleftrightarrow\;
n\Theta\le\Lambda+\Theta
\;\Longleftrightarrow\;
\Theta\le\frac{\Lambda}{n-1}.
\]

Below this crossover the ceiling is \(\theta_M=\Theta\), with one ligand released per metal and room left in the ligand layer. Above it the ligand layer is full at the ceiling, and each added hydroxyl allows \(1/n\) more metal.

That growth cannot continue without limit. If a metal can release at most two of four ligands, the third term caps the ceiling at \(\Lambda/2=4.71\) nm\(^{-2}\), reached when \((\Lambda+\Theta)/4=\Lambda/2\), that is, at \(\Theta=\Lambda\). For \(b=n\) the model has no such cap, and at large \(\Theta\) the neglected size of the metal must matter.

## Numbers for a surface cell

Take a generic ML\(_4\) with \(d=0.35\) nm, \(\Theta=4\) nm\(^{-2}\), \(a=1\) and \(b=4\). The crossover is \(9.426/3=3.14\) nm\(^{-2}\), so the surface is on the steric side. The ceiling is

\[
\theta_M^{\max}=\frac{9.426+4.000}{4}=3.36\ \mathrm{nm^{-2}},
\]

or 5.57 µmol/m\(^2\). On average each metal releases \(4/3.357=1.19\) ligands and retains \(9.426/3.357=2.81\).

The mean alone does not fix the mixture of binding states. Take the simplest mixture, in which every metal has released either one or two ligands, with densities \(y_1\) and \(y_2\). These satisfy

\[
y_1+y_2=\theta_M,\qquad y_1+2y_2=\Theta .
\]

Subtracting the first equation from the second gives \(y_2=\Theta-\theta_M=0.64\) nm\(^{-2}\). Then \(y_1=\theta_M-y_2=2.71\) nm\(^{-2}\). About four metals in five are singly exchanged.

A cell of 3 nm\(^2\) starts with 12 hydroxyls and has room for at most 28 whole ligands, since \(3\Lambda=28.3\). With all hydroxyls consumed, the balance gives \((28+12)/4=10\) metals. In the same kind of mixture, eight of them retain three ligands and two retain two: \(8(3)+2(2)=28\). This is a consistent starting composition at \(10/3=3.33\) nm\(^{-2}\), just below the ceiling. The 28 discs need 99% of the close-packed density, so the cell shape matters. They fit a \(60^\circ\) rhombic cell of this area as a triangular lattice of spacing 0.352 nm, but a cell far from commensurate with that lattice, such as a square one, must be expected to hold fewer. The geometry still has to be built and relaxed.

The precursor matters through \(n\) as well as through ligand size. For ML\(_3\) with the same discs, the crossover is \(9.426/2=4.71\) nm\(^{-2}\). At \(\Theta=4\) nm\(^{-2}\) the hydroxyls are then limiting and the ceiling is 4 nm\(^{-2}\). The formula \((\Lambda+\Theta)/3\) would give 4.48 nm\(^{-2}\), more metals than there are anchors.

The steric ceiling is sensitive to the disc diameter. Because \(\Lambda\propto d^{-2}\), a small change \(\delta d\) at fixed \(\Theta\) changes the steric ceiling by

\[
\delta\theta_M^{\max}=\frac{\delta\Lambda}{n}
=-\frac{2\Lambda}{n}\frac{\delta d}{d}.
\]

An increase of 0.01 nm lowers it by about 0.13 nm\(^{-2}\), or 4%.

## Saturation that stops short

A surface filled by random arrivals need not reach the ceiling. To examine this, ligands were placed on a periodic triangular lattice of 3600 cells, each holding at most one ligand. Hydroxyl hydrogens were distributed at random, at most one per cell. Molecules arrive in sweeps that visit every cell once, in a newly shuffled order each time. An arriving ML\(_4\) can use its own cell and the six neighbours. It releases the fewest ligands, but at least one, that let the rest fit. Placed ligands do not move, and the run ends when no further arrival can react. Metals take up no room, so a cell can receive more than one. These rules are a model, and each density below comes from one run; from run to run \(\theta_L\) and \(h\) scatter by up to about 0.05 nm\(^{-2}\) and \(\theta_M\) by about 0.02 nm\(^{-2}\). The lattice also favours dense filling, because every ligand lands on a site of the close-packed pattern. Discs placed one by one at random positions in the plane jam at only about \(0.6\Lambda\). With ligands placed that way the metal density falls roughly 30% below the ceiling, mostly through unfilled ligand space. The sizes and splits of the shortfall given below therefore belong to the lattice model.

At \(\Theta=4\) nm\(^{-2}\) the final surface has \(\theta_L=8.533\), \(h=3.553\) and \(\theta_M=3.022\) nm\(^{-2}\). The balance holds:

\[
\frac{8.533+3.553}{4}=3.022 .
\]

The metal density is 10% below the ceiling. On the steric side, subtracting the balance from the ceiling divides the shortfall into two parts:

\[
\theta_M^{\max}-\theta_M=\frac{\Lambda-\theta_L}{n}+\frac{\Theta-h}{n}.
\]

Here they are \(0.893/4=0.223\) and \(0.447/4=0.112\) nm\(^{-2}\). In this run unfilled ligand space accounts for about two thirds of the shortfall and unused hydroxyls for about one third.

At \(\Theta=6\) nm\(^{-2}\) the metal density is 3.545 against a ceiling of 3.857 nm\(^{-2}\). The two parts are now \(0.301/4=0.075\) and \(0.944/4=0.236\) nm\(^{-2}\). On the lattice the ligand layer is nearly full, and most of the shortfall comes from hydroxyls left unreacted.

At \(\Theta=2\) nm\(^{-2}\), on the hydroxyl-limited side, the metal density is 1.914 against a ceiling of 2 nm\(^{-2}\). Of the difference, 0.055 is unreacted hydroxyl, and \(h-\theta_M=0.031\) is hydroxyl spent beyond one per metal.

Between 4 and 6 nm\(^{-2}\) the metal gain per added hydroxyl is 0.262, close to the ideal 0.250. This does not show that the ideal assumptions hold. Taking differences of the balance gives

\[
\frac{\Delta\theta_M}{\Delta\Theta}
=\frac14\left(\frac{\Delta\theta_L}{\Delta\Theta}+\frac{\Delta h}{\Delta\Theta}\right)
=\frac{0.296+0.752}{4}=0.262 .
\]

The ideal terms would be 0 and 1. In this pair of runs the ligand density still rises and only about three quarters of the added hydroxyls react. The two departures have opposite effects on the slope and largely cancel here; how closely they do so varies from run to run. A measured slope near \(1/n\) is therefore not sufficient evidence for a constant ligand density.

In a further run at \(\Theta=4\) nm\(^{-2}\), retained ligands could also react later with nearby hydroxyls, with probability 0.2 at each visit to a cell where no molecule could adsorb. The metal density depends on this rate: it is about 2.84 nm\(^{-2}\) for probability 1 and about 3.02 nm\(^{-2}\), the value without later exchange, for slow exchange. The numbers that follow are for probability 0.2. All hydroxyls were then consumed, yet the metal density was 2.993 nm\(^{-2}\), with \(\theta_L=7.970\) nm\(^{-2}\). Later exchange frees ligand space, but it also consumes the hydroxyls that a new metal would need as anchors. Using every hydroxyl is thus not enough to reach the ceiling. The balance still holds, \((7.970+4.001)/4=2.993\), where 4.001 reflects the whole number of hydroxyls on the lattice.

For a surface cell, this separates two choices. The ceiling gives the highest metal density allowed by the ligand packing, the hydroxyl supply and the binding rule. A less dense composition is also consistent if it respects the same three limits and its retained and released ligands add up to \(n\) per metal. The balance alone is not enough: a composition can satisfy it and still hold more ligands than fit. The numerical output below lists the values for the ML\(_4\) example and for the simulations.

## Numbers as computed

```
INPUT
ligands per precursor n = 4
ligand disc diameter = 0.35 nm
initial OH density = 4.00 nm^-2
IDEAL STERIC SATURATION
close-packed ligand density = 9.426 nm^-2
density from lattice count = 9.424 nm^-2
OH density at crossover = 3.142 nm^-2
metal density ceiling = 3.357 nm^-2
metal density ceiling = 5.574 umol/m^2
mean ligands released per metal = 1.192
mean ligands retained per metal = 2.808
metals with one ligand released = 2.713 nm^-2
metals with two ligands released = 0.643 nm^-2
SIMULATED SATURATION (all densities in nm^-2)
lattice cells = 3600, area = 381.9 nm^2
initial OH | retained L | released HL | metal | metal ceiling
2.000 | 5.711 | 1.945 | 1.914 | 2.000
4.000 | 8.533 | 3.553 | 3.022 | 3.357
6.000 | 9.125 | 5.056 | 3.545 | 3.857
simulated metal gain per added OH, 4 to 6 nm^-2 = 0.262
ideal metal gain per added OH = 0.250
WITH LATER EXCHANGE, initial OH 4 nm^-2
retained L = 7.970 nm^-2
released HL = 4.001 nm^-2
metal = 2.993 nm^-2
BROKEN ASSUMPTIONS (counts on the whole lattice)
L2 run: metals = 1201, retained L = 3193
L2 run: HL = 1365, L2 = 123
L2 run: ligands missing from simple balance = 246
water run: metals = 1127, retained L = 3222
water run: HL = 1286, H2O = 68
water run: OH lost = 1422, excess over HL = 136
linear programming cases checked = 168
```
